\section*{Counting plane waves in a 1 nm cell at 30 Ry}

\section*{Question}

I am setting up a small surface model for a deposition reaction, and I want to know the size of the plane-wave basis before I run anything. As a warm-up I have this exercise: estimate that a cubic cell of side 1 nm, with a wavefunction cutoff of 30 Ry, contains about 18700 plane waves at one k point.

My attempt was to divide the volume of a sphere in reciprocal space by the volume per reciprocal lattice vector. For the radius of the sphere I used $K=\sqrt{2E}$ with $E=30$, and I got about 53000. Where is the mistake? Is there also a factor 2 for spin? I don't see either why the volume of a sphere should give the number of points inside it, or whether the answer depends on the k point. Finally, my real cell will have a vacuum layer. Does empty space add to the count?

\section*{Answer}

Your method is right. The error is in the unit of energy: $K=\sqrt{2E}$ requires $E$ in hartree, and 30 Ry is 15 hartree. There is no factor 2 for spin, and vacuum does count. I use atomic units in the algebra ($\hbar=m=e=1$, energies in hartree, lengths in bohr).

\subsection*{Which plane waves are in the basis}

Let the cell have edge vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$ and volume $\Omega$. A Bloch orbital at wavevector $\mathbf k$ is $e^{i\mathbf k\cdot\mathbf r}$ times a function with the period of the cell. The Fourier series of that function contains the wavevectors $\mathbf G$ for which $e^{i\mathbf G\cdot\mathbf a_j}=1$, so the orbital is
\begin{equation}
\psi_{\mathbf k}(\mathbf r)=\frac{1}{\sqrt{\Omega}}\sum_{\mathbf G}c_{\mathbf G}\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}.
\end{equation}
For a cube of side $L$ the condition on $\mathbf G$ gives
\begin{equation}
\mathbf G=\frac{2\pi}{L}(n_1,n_2,n_3),\qquad n_j\ \text{integer}.
\end{equation}
These points form a cubic lattice of spacing $2\pi/L$, so each one owns the volume
\begin{equation}
\left(\frac{2\pi}{L}\right)^3=\frac{(2\pi)^3}{\Omega}.
\end{equation}
The last form holds for any cell. If the columns of $A$ are the $\mathbf a_j$ and the columns of $B$ are the primitive reciprocal vectors, then $B^{T}A=2\pi I$. Taking determinants gives $|\det B|\,\Omega=(2\pi)^3$.

The kinetic-energy operator acts on one basis function as
\begin{equation}
-\tfrac12\nabla^2e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}
=\tfrac12|\mathbf k+\mathbf G|^2e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}.
\end{equation}
The wavefunction cutoff $E$ keeps the functions whose kinetic energy does not exceed $E$:
\begin{equation}
\tfrac12|\mathbf k+\mathbf G|^2\le E
\quad\Longleftrightarrow\quad
|\mathbf k+\mathbf G|\le K,\qquad K=\sqrt{2E}.
\label{eq:cut}
\end{equation}
These are functions of position. Spin decides how many electrons may occupy an orbital, or how many components it has, but the number of spatial basis functions is unchanged.

\subsection*{The estimate}

Condition \eqref{eq:cut} selects the lattice points $\mathbf G$ inside a sphere of radius $K$ centred at $-\mathbf k$. Dividing the volume of the sphere by the volume per point gives
\begin{align}
\bar N&=\frac{4\pi K^3}{3}\,\frac{\Omega}{(2\pi)^3}
=\frac{4\pi}{24\pi^3}\,\Omega K^3\nonumber\\
&=\frac{\Omega K^3}{6\pi^2}
=\frac{\Omega(2E)^{3/2}}{6\pi^2}.
\label{eq:N}
\end{align}

Now the numbers. The side is 1 nm, or 10 \AA, which is 18.8973 bohr, so $\Omega=6748.3$ bohr$^3$. The cutoff is 30 Ry, or 408.17 eV, which is 15 hartree. Therefore $K=\sqrt{30}=5.4772$ bohr$^{-1}$ and $K^3=164.317$ bohr$^{-3}$. With $6\pi^2=59.2176$,
\begin{equation}
\bar N=\frac{6748.3\times164.317}{59.2176}\approx18725,
\end{equation}
which is about 18700.

Because 1 hartree is 2 Ry, $K^2$ in bohr$^{-2}$ equals the cutoff in rydberg. You used $K^2=60$ instead of $K^2=30$. That multiplies the count by $2^{3/2}\approx2.83$ and gives 52963, the 53000 you found.

For use with eV and \AA, restore the constants. The condition $\hbar^2K^2/2m=E$ gives $K^3=(2mE/\hbar^2)^{3/2}$, and \eqref{eq:N} becomes
\begin{equation}
\bar N=\frac{1}{6\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\Omega E^{3/2}
\approx0.002271\;\Omega[\text{\AA}^3]\,\bigl(E[\text{eV}]\bigr)^{3/2}.
\end{equation}
Inserting $\Omega=1000$ \AA$^3$ and $E=408.17$ eV returns the same 18700.

\subsection*{Why a volume can count points}

The true number at one k point is an integer,
\begin{equation}
N(\mathbf k)=\sum_{\mathbf G}\theta\bigl(K-|\mathbf k+\mathbf G|\bigr),
\end{equation}
where $\theta$ is 1 when its argument is zero or positive, and 0 otherwise. Adding a reciprocal lattice vector to $\mathbf k$ merely relabels the sum, so $N(\mathbf k)$ is periodic in reciprocal space. It has a Fourier series over the lattice vectors $\mathbf T$ of the crystal (integer combinations of the $\mathbf a_j$):
\begin{equation}
N(\mathbf k)\sim\sum_{\mathbf T}C_{\mathbf T}\,e^{i\mathbf k\cdot\mathbf T},\qquad
C_{\mathbf T}=\frac{\Omega}{(2\pi)^3}\int_{\rm BZ}N(\mathbf k)\,e^{-i\mathbf k\cdot\mathbf T}\,d^3k .
\end{equation}
BZ denotes one Brillouin zone, whose volume is $(2\pi)^3/\Omega$. Insert the sum for $N(\mathbf k)$ and put $\mathbf q=\mathbf k+\mathbf G$ in each term. Since $e^{i\mathbf G\cdot\mathbf T}=1$, the exponential becomes $e^{-i\mathbf q\cdot\mathbf T}$. The zones shifted by all the $\mathbf G$ fill reciprocal space once, so
\begin{equation}
C_{\mathbf T}=\frac{\Omega}{(2\pi)^3}\int_{|\mathbf q|\le K}e^{-i\mathbf q\cdot\mathbf T}\,d^3q .
\label{eq:CT}
\end{equation}
The term $\mathbf T=0$ is the average of $N(\mathbf k)$ over the zone. It equals $(4\pi K^3/3)\,\Omega/(2\pi)^3=\bar N$. The volume formula is therefore exact for the zone average, and an estimate for a single k point.

The other coefficients describe the variation with $\mathbf k$. With $T=|\mathbf T|$, the angular integral of $e^{-i\mathbf q\cdot\mathbf T}$ is $4\pi\sin(qT)/(qT)$, and
\begin{align}
C_{\mathbf T}&=\frac{\Omega}{(2\pi)^3}\frac{4\pi}{T}\int_0^K q\sin(qT)\,dq\nonumber\\
&=\frac{\Omega}{2\pi^2T^3}\bigl[\sin(KT)-KT\cos(KT)\bigr].
\end{align}
For $KT\gg1$ its size is at most about $\Omega K/(2\pi^2T^2)$. By Parseval's theorem the mean square deviation of $N(\mathbf k)$ from $\bar N$ is $\sum_{\mathbf T\ne0}|C_{\mathbf T}|^2$. The sum of $1/T^4$ over a three-dimensional lattice converges, because the number of points in a shell grows only as $T^2$. For a fixed cell and large $K$, the root-mean-square (rms) deviation thus grows no faster than $K$, while $\bar N$ grows as $K^3$. The relative rms deviation falls at least as fast as $1/K^2$, that is, as $1/E$.

\subsection*{How far one k point can be from the estimate}

There is also a bound for every individual k point in the cubic cell. Measure reciprocal space in steps of $2\pi/L$, so that the lattice points become integer points and the sphere has radius
\begin{equation}
\rho=\frac{KL}{2\pi}=16.47 .
\end{equation}
Centre a cube of unit volume on each integer point. No point of a cube is farther than $\sqrt3/2$ from its centre.

For the upper bound, take the cubes of all counted points. They do not overlap, and they fit inside a sphere of radius $\rho+\sqrt3/2$, so their total volume $N$ cannot exceed that of this sphere. For the lower bound, take any position in the sphere of radius $\rho-\sqrt3/2$. It lies in a cube whose centre is within $\rho$, which is a counted point. The counted cubes therefore cover the smaller sphere. Together,
\begin{equation}
\frac{4\pi}{3}\Bigl(\rho-\frac{\sqrt3}{2}\Bigr)^3\le N(\mathbf k)\le
\frac{4\pi}{3}\Bigl(\rho+\frac{\sqrt3}{2}\Bigr)^3 ,
\end{equation}
where the lower bound needs $\rho\ge\sqrt3/2$. Here the limits are 15925 and 21836. They are guaranteed but loose.

The actual numbers follow from running through the integer triples and counting those with $\hbar^2|\mathbf k+\mathbf G|^2/2m\le408.17$ eV. At $\Gamma$ ($\mathbf k=0$) the count is 18805, which is 80 more than the estimate, or 0.43\% of it. I also counted at 216 k points, the midpoints of a $6\times6\times6$ division of the zone. The counts there run from 18701 to 18772, with an rms spread of about 16 around their mean. By cubic symmetry only 10 of these points are inequivalent, so they understate the range. Over the whole zone the rms deviation is about 17, as the Parseval sum gives, and single k points reach counts at least as low as 18615 and as high as 18818.

That mean is 18727.1, against 18725.2 from the formula. The small difference remains because a finite grid replaces the integral over the zone. The points $\mathbf k+\mathbf G$ of the whole grid form a lattice six times finer in each direction, and its points are still discrete.

The deviation at $\Gamma$ is about five times the rms spread on the grid. The Fourier series shows how this can happen. $C_{\mathbf T}$ depends only on the length of $\mathbf T$, and at $\Gamma$ every phase factor is 1, so all terms of equal length add with the same sign. At a general k point their phases differ and they partly cancel. $\Gamma$ is not the only special point: at the zone corner the phase $(-1)^{n_1+n_2+n_3}$ of $\mathbf T=L(n_1,n_2,n_3)$ is again the same for all $\mathbf T$ of equal length, and the count there is 69 below the estimate. In terms of points, a triple with three different nonzero magnitudes has 48 partners of equal length at $\Gamma$, itself included, and they enter the sphere together.

The estimate fails when the sphere is not large compared with the lattice spacing. In the limit $\rho\to0$ the formula tends to zero, yet at $\Gamma$ the count is 1, because $\mathbf G=0$ is always inside.

\subsection*{Vacuum, and a higher cutoff}

Equation \eqref{eq:N} contains the volume of the cell and nothing about the atoms in it. A plane wave extends over the whole cell, so the basis resolves the vacuum as finely as the solid. Suppose you keep the $10\times10$ \AA$^2$ surface area and the 408 eV cutoff, and add 10 \AA\ of vacuum along the surface normal. The volume doubles and the estimate becomes 37450. A direct count at $\Gamma$ gives 37557.

If you keep the original cube and double the cutoff, the estimate rises to 52963. The mean direct count on the same 216 k points rises by a factor 2.828, in agreement with $2^{3/2}$.

Your code may also report a larger number of vectors for the density. With norm-conserving pseudopotentials the density is a sum of products $\psi^*\psi$, so it contains differences $\mathbf G-\mathbf G'$ of two vectors in the wavefunction sphere. Their length is at most $2K$. A sphere of radius $2K$ has eight times the volume, and its cutoff energy is $4E$. Ultrasoft pseudopotentials add augmentation charges near the atoms. These can contain longer wavevectors and may call for a density cutoff above $4E$. The 18700 refers to the wavefunctions.

\subsection*{What the number means for the calculation}

One orbital at $\Gamma$ has 18805 complex coefficients. At 16 bytes each they take 0.30 MB. If the orbital is real, $c_{-\mathbf G}=c_{\mathbf G}^*$, and a code needs to store only about half of them. The Hamiltonian written out as a full matrix would take
\begin{equation}
16\times18805^2\ \text{bytes}\approx5.7\ \text{GB}
\end{equation}
for one k point. Storage of the matrix grows as $\bar N^2$, hence as $\Omega^2E^3$. This is a good reason to use an iterative solver, which needs the action of the Hamiltonian on trial orbitals and not the stored matrix.

The count does not tell you whether the cutoff is high enough. Hydrogen, which terminates many surfaces, gives a sense of scale. Its 1s orbital in the bare Coulomb potential is $e^{-r}/\sqrt\pi$. Its momentum amplitude, after the angular integration, is
\begin{align}
\phi(k)&=\frac{1}{(2\pi)^{3/2}}\,\frac{4\pi}{\sqrt\pi\,k}\int_0^\infty r\,e^{-r}\sin(kr)\,dr\nonumber\\
&=\frac{1}{(2\pi)^{3/2}}\,\frac{4\pi}{\sqrt\pi\,k}\,\frac{2k}{(1+k^2)^2}
=\frac{2\sqrt2}{\pi(1+k^2)^2}.
\end{align}
The radial integral is the imaginary part of $\int_0^\infty r\,e^{-(1-ik)r}dr=1/(1-ik)^2$. The kinetic energy carried by wavevectors above the cutoff is
\begin{align}
t(K)&=\int_K^\infty\frac{k^2}{2}\,4\pi k^2\phi(k)^2\,dk\nonumber\\
&=\frac{16}{\pi}\int_K^\infty\frac{k^4}{(1+k^2)^4}\,dk
\;\approx\;\frac{16}{3\pi K^3}\qquad(K\gg1).
\end{align}
Numerical integration of the full expression gives 0.26 eV at the 408 eV cutoff and 0.10 eV at twice that cutoff. The part of the norm above the lower cutoff is only $3.8\times10^{-4}$, but the factor $k^2/2$ gives it weight in the energy. For large $K$ this tail falls as $1/K^3$, so at fixed cell volume it is inversely proportional to the number of plane waves.

These energies are not the errors of your surface calculation. A pseudopotential replaces the sharp cusp at the nucleus by a smooth function, which has a weaker tail, and errors common to two structures cancel in an energy difference. Converge the reaction energy you need with your own pseudopotentials.

\subsection*{Compared with a real surface model}

For precursor reactions on silicon, a lateral cell size of about 1 nm and a cutoff near 30 Ry with ultrasoft pseudopotentials can serve as starting values for a small model, to be tested for convergence. The height of 1 nm leaves too little room for a slab and its vacuum. Eight layers of Si(001), 1.36 \AA\ apart, are already 9.5 \AA\ thick. With 10 \AA\ of vacuum the cell is about 2 nm high, and at 2 nm the estimate is about 37500. Harder pseudopotentials need a higher cutoff. If yours need twice the cutoff, that brings another factor of 2.8. Compared with these choices, the error from replacing points by a volume does not matter for planning a calculation. It is 0.43\% at $\Gamma$ here. In the same cube it reaches a little over 1\% at $\Gamma$ for some cutoffs between 27 and 33 Ry.
